\section*{The supercritical Coulomb centre for massless Dirac fermions in two dimensions}

A charge $Ze$ placed in a sheet whose electrons obey a massless Dirac equation attracts them with a potential falling as $1/r$. The kinetic energy $\hbar v k$ also scales as an inverse length, so the problem contains no Bohr radius, and it is not evident that a point charge defines a quantum problem at all. We take one valley, one spin direction and one electron in a static, unscreened field,
\begin{equation}
H=-i\hbar v(\sigma_x\partial_x+\sigma_y\partial_y)-\frac{\hbar v\beta}{r},\qquad \beta=\frac{Ze^2}{4\pi\epsilon_0\epsilon\hbar v}>0 ,
\end{equation}
and set $\hbar=v=1$, with time dependence $e^{-iEt}$. The $1/r$ law is smoothed inside a circular core of size $r_0$ that keeps the potential real and finite. Collapse will mean that low-energy observables have no limit as $r_0\to0$.

With $\partial_x\mp i\partial_y=e^{\mp i\varphi}\left(\partial_r\mp\frac{i}{r}\partial_\varphi\right)$ and $k=E+\beta/r$, the equation $H\psi=E\psi$ reads $k\psi_A=-i(\partial_x-i\partial_y)\psi_B$ and $k\psi_B=-i(\partial_x+i\partial_y)\psi_A$. Put $\psi_A=a(r)e^{im\varphi}$, $\psi_B=ib(r)e^{i(m+1)\varphi}$ with integer $m$ and total angular momentum $j=m+\frac12$. The angular factors cancel, leaving $ka=b'+(m+1)b/r$ and $kb=-a'+ma/r$. Setting $a=f/\sqrt r$, $b=g/\sqrt r$ adds $-\frac{1}{2r}$ to each derivative, so
\begin{equation}
g'+\frac{j}{r}g=kf,\qquad f'-\frac{j}{r}f=-kg .
\label{fg}
\end{equation}
The replacement $(f,g)\to(g,-f)$ turns the system for $j$ into that for $-j$, so for a circular scalar potential the two channels have the same spectrum. For $u=f+ig$, $w=f-ig$ one finds $u'=\frac jr(f-ig)+ik(f+ig)$, and likewise for $w$. With $D=r\,d/dr$,
\begin{equation}
Du=i(Er+\beta)u+jw,\qquad Dw=-i(Er+\beta)w+ju .
\label{uw}
\end{equation}
The radial current is $J_r=2\,\mathrm{Re}(\psi_A^*e^{-i\varphi}\psi_B)=2\,\mathrm{Re}(if^*g)/r$, and $|u|^2-|w|^2=4\,\mathrm{Re}(if^*g)$, so $rJ_r=\frac12(|u|^2-|w|^2)$. The component $u\sim e^{iEr}$ therefore carries current outward for either sign of $E$.

For $|E|r\ll1$, outside the core, (\ref{uw}) has constant coefficients in $\ln r$. A power $r^{\pm\gamma}$ requires $(\pm\gamma-i\beta)u=jw$ and $(\pm\gamma+i\beta)w=ju$, whose product gives
\begin{equation}
\gamma=\sqrt{j^2-\beta^2},\qquad \frac wu=\lambda_\pm=\frac{\pm\gamma-i\beta}{j}.
\end{equation}
The norm is $2\pi\int(|f|^2+|g|^2)\,dr$, so $r^{-\gamma}$ is normalizable at the origin for real $\gamma<\frac12$. For $j=\pm\frac12$ this holds at every $0<\beta<\frac12$: normalizability does not select the solution, and the core must. How it does so is seen at $E=0$, $j>0$, from the angle $\tan\chi=g/f$. Equation (\ref{fg}) gives $fg'-gf'=k(f^2+g^2)-2jfg/r$, and division by $f^2+g^2$ yields
\begin{equation}
\frac{d\chi}{d\ln r}=\beta-j\sin2\chi .
\end{equation}
For $\beta<j$ the right side vanishes at $\sin2\chi=\beta/j$. The fixed point is stable where the derivative $-2j\cos2\chi$ is negative, that is at $\cos2\chi=\gamma/j$, $\tan\chi=\sin2\chi/(1+\cos2\chi)=\beta/(j+\gamma)$; putting $f,g\propto r^{\gamma}$ in (\ref{fg}) gives this same ratio. Unless the core starts the flow on the unstable point, it is forgotten as $(r_0/r)^{2\gamma}$. For $\beta>j$ there is no fixed point, $\gamma=i\eta$ with $\eta=\sqrt{\beta^2-j^2}$, and $\chi$ grows without end. It advances by $\pi$, from one node of $f$ to the next, over an interval of $\ln r$ equal to
\begin{equation}
\int_0^\pi\!\frac{d\chi}{\beta-j\sin2\chi}=\int_0^\pi\!\frac{dt}{\beta+j\cos t}=\int_0^\infty\!\!\frac{2\,dy}{\beta+j+(\beta-j)y^2}=\frac{\pi}{\eta}.
\label{period}
\end{equation}
The first step holds because both integrands have the same average over a full period of the trigonometric function, and the second uses $y=\tan(t/2)$. The threshold is thus $\beta=|j|$ in each channel, and $\frac12$ is the threshold of the lowest pair. Numerical integration at $j=\frac12$ shows no node and $g/f\to0.81735$ for $\beta=0.49$, and nodes spaced by $31.26$ in $\ln r$ for $\beta=0.51$, as these formulas require.

At finite energy let $s=-2iEr$, so that $iEr=-s/2$ and $D=s\,d/ds$, and write $u=s^\gamma e^{-s/2}P$, $w=s^\gamma e^{-s/2}Q$. The prefactor contributes $\gamma-s/2$ to $D$, and (\ref{uw}) becomes
\begin{equation}
(D+a)P=jQ,\qquad (D+\gamma+i\beta-s)Q=jP,\qquad a=\gamma-i\beta .
\end{equation}
Eliminating $Q$ gives $(D+\gamma+i\beta)(D+a)P-s(D+a)P=j^2P$. Since $(\gamma+i\beta)(\gamma-i\beta)=j^2$, this is $D(D+2\gamma)P=s(D+a)P$, or $sP''+(c-s)P'-aP=0$ with $c=1+2\gamma$: Kummer's equation. Eliminating $P$, and using $(D+a)s=s(D+a+1)$, gives the same equation for $Q$ with $a\to a+1$. We assume $2\gamma$ is not an integer. A power series obeys $n(n+2\gamma)m_n=(n-1+a)m_{n-1}$, which sums to $M(a,c,s)=\sum_n(a)_ns^n/[(c)_nn!]$, and starting from $s^{-2\gamma}$ the same recursion gives the second solution $s^{1-c}M(a-c+1,2-c,s)$.

The purely outgoing solution must lack a piece $e^{s}$ in $P$. It is
\begin{equation}
U(a,c,s)=\frac{1}{\Gamma(a)}\int_0^\infty e^{-st}\,t^{a-1}(1+t)^{c-a-1}\,dt .
\end{equation}
Kummer's operator brings down the factor $st^2+st-ct-a$, which makes the integrand $-\frac{d}{dt}[e^{-st}t^a(1+t)^{c-a}]$; this integrates to zero for $\mathrm{Re}\,a>0$, $\mathrm{Re}\,s>0$. At large $s$ small $t$ dominates and $U\to s^{-a}$; rotating the ray of integration, which may turn by less than $\pi$ before meeting $t=-1$, extends this to $|\arg s|<3\pi/2$. Inserting $P=s^{-a}(1+p_1/s)$ in the equation gives $-a(2\gamma-a)=-p_1$, so $p_1=j^2$ and $Q=(D+a)P/j\to-js^{-a-1}$. Hence
\begin{equation}
u_o=s^\gamma e^{-s/2}U(a,c,s),\qquad w_o=-j\,s^\gamma e^{-s/2}U(a+1,c,s),
\end{equation}
with $u_o\to e^{iEr}s^{i\beta}$ and $w_o/u_o\to-j/s$. Now write $U=A\,M(a,c,s)+B\,s^{1-c}M(a-c+1,2-c,s)$. For real $\gamma>0$ and $s\to0$ large $t$ dominates the integral, $\int e^{-st}t^{c-2}dt=\Gamma(c-1)s^{1-c}$, so $B=\Gamma(2\gamma)/\Gamma(a)$. For $A$, note that at large $n$ the coefficients of $M$ tend to $[\Gamma(c)/\Gamma(a)]\,n^{a-c}/n!$, and for large positive $s$ the terms $s^n/n!$ peak at $n\approx s$, so $M\to[\Gamma(c)/\Gamma(a)]e^ss^{a-c}$. The second solution grows as $[\Gamma(2-c)/\Gamma(a-c+1)]e^ss^{a-c}$. Cancellation requires $A\,\Gamma(1+2\gamma)/\Gamma(a)=-B\,\Gamma(1-2\gamma)/\Gamma(-\gamma-i\beta)$, and $\Gamma(1+z)=z\Gamma(z)$ then gives
\begin{equation}
u_o\to As^{\gamma}+Bs^{-\gamma}\ \ (s\to0),\qquad A=\frac{\Gamma(-2\gamma)}{\Gamma(-\gamma-i\beta)},\quad B=\frac{\Gamma(2\gamma)}{\Gamma(\gamma-i\beta)} .
\end{equation}
The relation is analytic in $\gamma$ and continues to $\gamma=i\eta$.

For real $E$, $s=|s|e^{i\sigma\pi/2}$ with $\sigma=-\mathrm{sgn}\,E$. Equations (\ref{fg}) are real, so conjugating $f,g$ gives a second solution, $(u,w)=(w_o^*,u_o^*)$, which is purely incoming. The physical solution is incoming plus $S$ times outgoing; the real factor $|s^{i\beta}|$ is common to both, so $u/w\to S\,e^{2i(Er+\beta\ln2|E|r)}$. It must be proportional to the solution $(u_c,w_c)$ that is regular in the core, whose $f,g$ are real, so $w_c=u_c^*$. The condition $(w_o^*+Su_o)w_c=(u_o^*+Sw_o)u_c$ gives
\begin{equation}
S=e^{2i\delta}=\frac{F^*}{F},\qquad F=u_ow_c-w_ou_c .
\end{equation}
$F$ does not depend on $r$ in the Coulomb region, because the matrix in (\ref{uw}) is traceless. Continued to complex $E$, the zeros of $F$ are the energies at which the regular solution is purely outgoing, the poles of $S$. For $|E|r_0\ll1$ there is a window $r_0\ll r\ll1/|E|$ in which $u_c=c_+(r/r_0)^\gamma+c_-(r/r_0)^{-\gamma}$ with the zero-energy values of $c_\pm$, and $w_c$ has the same terms times $\lambda_\pm$. With $s_0=-2iEr_0$ the products of like powers cancel in $F$, and
\begin{equation}
F=(\lambda_--\lambda_+)\left[A\,c_-s_0^{\gamma}-B\,c_+s_0^{-\gamma}\right].
\label{F}
\end{equation}
As a definite core take $V=-\beta/r_0$ for $r<r_0$ and $j>0$. There $k=E+\beta/r_0$ is constant, and $f=\sqrt r\,J_m(kr)$, $g=\sqrt r\,J_{m+1}(kr)$ solve (\ref{fg}) by the recurrences $J_{m+1}'+(m+1)J_{m+1}/x=J_m$ and $J_m'-mJ_m/x=-J_{m+1}$. At $E=0$, $\tan\chi=J_{m+1}(\beta)/J_m(\beta)$ and $w/u=\Lambda=e^{-2i\chi}$ at $r_0$, so $c_+\lambda_++c_-\lambda_-=\Lambda(c_++c_-)$ and
\begin{equation}
\frac{c_-}{c_+}=-\frac{\lambda_+-\Lambda}{\lambda_--\Lambda}.
\end{equation}
For this core one can match at $r_0$ itself; what (\ref{F}) omits are the factor $e^{-s_0/2}$, the series $M=1+O(s_0)$ and the shift of the Bessel argument to $\beta+Er_0$, all of relative order $Er_0$ at fixed $\beta$ and $j$. The coefficient is not uniform in $\beta$: the series of the second solution carries $1/(2-c)=1/(1-2\gamma)$, so for $j=\frac12$ and small $\beta$ the relative error of (\ref{F}) is about $|E|r_0/4\beta$, and (\ref{F}) then needs $|E|r_0\ll\beta$.

Below threshold $\gamma$ is real and the second term of (\ref{F}) outweighs the first by a factor proportional to $|s_0|^{-2\gamma}$ as $s_0\to0$ at fixed $\beta$, provided $c_+\ne0$. Then $F\to(2\gamma/j)Bc_+s_0^{-\gamma}$. The condition $w_c=u_c^*$ gives $c_+^*/c_+=\lambda_+$, while $(s_0^{-\gamma})^*/s_0^{-\gamma}=e^{i\sigma\pi\gamma}$ and $B^*/B=\Gamma(\gamma-i\beta)/\Gamma(\gamma+i\beta)$. Using $\Gamma(1+z)=z\Gamma(z)$ and $(\gamma+i\beta)/j=j/(\gamma-i\beta)$,
\begin{equation}
S\to S_0=\frac{j\,e^{-i\pi\gamma\,\mathrm{sgn}E}}{\gamma-i\beta}\,\frac{\Gamma(1+\gamma-i\beta)}{\Gamma(1+\gamma+i\beta)},\qquad |S-S_0|\propto(|E|r_0)^{2\gamma}.
\end{equation}
The exponent, which assumes $c_-\neq0$ and a potential exactly equal to $-\beta/r$ outside the core, survives the $O(Er_0)$ terms even when $2\gamma>1$. Since $F$ is independent of $r$, (\ref{F}) is exact if $c_\pm$ are taken as the coefficients, at energy $E$, of the two exact Coulomb solutions that start as $(r/r_0)^{\pm\gamma}$. Real $f,g$ still give $c_+^*/c_+=\lambda_+$, so the $O(Er_0)$ terms only shift $c_-/c_+$, which multiplies $s_0^{2\gamma}$. The limit $r_0\to0$ exists, and $S_0$ is independent of $|E|$, as continuous scale invariance demands. As $\beta\to0$ at $j=\frac12$, $E>0$, it gives $S_0=e^{-i\pi/2}$, the phase of the free waves $f\sim\cos(Er-\frac\pi4)$, $g\sim\sin(Er-\frac\pi4)$. With one term dominant $F$ has no zero at $|s_0|\ll1$, except for a core tuned close to $c_+=0$. At $\beta=0.3$, $j=\frac12$ real-axis integration reproduces $S_0$ for both signs of $E$, the exponent comes out as $0.8000=2\gamma$, and the argument principle finds no zero for $10^{-6}<|s_0|<10^{-2}$, $|\arg s_0|<0.95\pi$.

Above threshold $\lambda_+=-ip\,\mathrm{sgn}j$ and $\lambda_-=-(i/p)\,\mathrm{sgn}j$, with $p=(\beta-\eta)/|j|$ and, because $j^2=(\beta-\eta)(\beta+\eta)$, $p^2=(\beta-\eta)/(\beta+\eta)<1$. So $r^{i\eta}$ carries current outward and $r^{-i\eta}$ inward. Conjugation now exchanges the two powers, and $w_c=u_c^*$ gives $\lambda_+c_+=c_-^*$, hence $|c_-/c_+|=p$ for any core of the kind assumed. The core supplies one real number, $\arg(c_-/c_+)$. The two terms in (\ref{F}) have moduli independent of $|s_0|$ and relative phase $2\eta\ln|s_0|$. As $r_0\to0$ at fixed $E$ this phase turns without end, so $S$ has no limit, which is collapse. The relative phase returns when $|E|r_0$ is multiplied by $e^{-\pi/\eta}$: of the continuous scale invariance of $H$, the core condition leaves the discrete subgroup $r\to re^{\pi/\eta}$, the node spacing (\ref{period}). If $E$ is a pole, so is $Ee^{-\pi/\eta}$, to leading order in $Er_0$.

The poles follow from $F=0$:
\begin{equation}
s_0^{2i\eta}=C=\frac{B\,c_+}{A\,c_-},\qquad \ln s_0=\frac{\arg C-2\pi n}{2\eta}-\frac{i\ln|C|}{2\eta},
\end{equation}
with integer $n$ and $-2\pi<\arg C\le0$, so that $n\geq0$ labels the roots with $|s_0|\le1$. The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ with $\Gamma(1-z)=-z\Gamma(-z)$ and $z=iy$ gives $|\Gamma(iy)|^2=\pi/(y\sinh\pi y)$. The factors $\Gamma(\pm2i\eta)$ have equal moduli, so
\begin{align}
\left|\frac BA\right|^2&=\left|\frac{\Gamma(-i(\beta+\eta))}{\Gamma(-i(\beta-\eta))}\right|^2=p^2\,\frac{\sinh\pi(\beta-\eta)}{\sinh\pi(\beta+\eta)},\\
|C|^2&=\frac{\sinh\pi(\beta-\eta)}{\sinh\pi(\beta+\eta)}=e^{-2\pi\eta}\,\frac{1-e^{-2\pi(\beta-\eta)}}{1-e^{-2\pi(\beta+\eta)}} ,
\end{align}
the factor $p^2$ cancelling against $|c_+/c_-|^2$. Then $\arg s_0=-\ln|C|^2/4\eta=\frac\pi2+\theta$, and $E=is_0/2r_0$ has argument $\pi+\theta$. Restoring units,
\begin{align}
E_n&=-\frac{\hbar v}{2r_0}\,e^{\arg C/2\eta}\,e^{-n\pi/\eta}\,e^{i\theta}\left[1+O(E_nr_0/\hbar v)\right],\label{tower}\\
\theta&=\frac{1}{4\eta}\ln\frac{1-e^{-2\pi(\beta+\eta)}}{1-e^{-2\pi(\beta-\eta)}} .\label{theta}
\end{align}
The outgoing wave $e^{iEr}$ decays for $0<\arg E<\pi$, which is the physical region. Since $\theta>0$, the poles lie beyond the negative real axis, reached by crossing the negative-energy continuum downward; for $\theta<\pi/2$ they have $\mathrm{Re}\,E_n<0$, $\mathrm{Im}\,E_n<0$ and decay at the rate $\Gamma_n/\hbar$ with $\Gamma_n=2|E_n|\sin\theta$. They are resonances and not bound states. At this order the ratio $e^{-\pi/\eta}$ and the angle $\theta$ are fixed by $\beta$ and $j$, the core enters through $\arg C$, and all roots share one argument, so no second family lies under the positive axis. As $r_0$ shrinks each pole runs along the ray towards large $|E|$, and after a factor $e^{-\pi/\eta}$ its neighbour has taken its place. As $\eta\to0$, $\ln[\sinh\pi(\beta+\eta)/\sinh\pi(\beta-\eta)]\to2\pi\eta\coth\pi\beta$, so $\theta\to\frac\pi2(\coth\pi\beta-1)=\pi/(e^{2\pi\beta}-1)$, which is $0.142$ rad at $\beta=\frac12$, while the spacing factor $e^{-\pi/\eta}$ goes to zero faster than any power of $\eta$.

On the real axis (\ref{F}) is $F\propto s_0^{i\eta}(1-z)$ with $z=Cs_0^{-2i\eta}$. Write $C=s_n^{2i\eta}$ for a root $s_n$ and $\Delta=\ln|E/E_n|$. Then $\ln s_0-\ln s_n=\Delta+i(\sigma\frac\pi2-\frac\pi2-\theta)$, so $z=qe^{-2i\eta\Delta}$ with $q=e^{-2\eta\theta}$ for $E<0$ and $q=e^{-2\eta(\pi+\theta)}$ for $E>0$. Since $\delta=-\arg F$ and $dz/d\Delta=-2i\eta z$,
\begin{equation}
\frac{d\delta}{d\ln|E|}=-\eta-\mathrm{Im}\frac{2i\eta z}{1-z}=-\eta\,\mathrm{Re}\frac{1+z}{1-z}=-\frac{\eta(1-q^2)}{1+q^2-2q\cos2\eta\Delta}.
\label{delay}
\end{equation}
Because $q<1$, $\arg(1-z)$ returns after a period, and $\delta$ changes by $-\pi$ when $\ln|E|$ grows by $\pi/\eta$. Between a pole position and the geometric midpoint of two poles $1-z$ goes from $1-q$ to $1+q$, both positive, so $\delta$ changes by $\pi/2$ in magnitude and $S$ reverses sign. For $E<0$, $d\delta/dE=|E|^{-1}|d\delta/d\ln|E||$ is positive, and $|d\delta/d\ln|E||$ peaks at $|E|=|E_n|$; for $E>0$ the modulation is weaker by $e^{-2\pi\eta}$ in $q$. The phase $\delta$ excludes the Coulomb logarithm $\beta\ln2|E|r$, which a count of states in a finite disc must add.

The number $q$ has a direct meaning. For $E<0$ the outgoing solution near the centre holds an outward wave with current $\propto|A|^2e^{-\pi\eta}(1-p^2)$ and an inward wave with $|B|^2e^{\pi\eta}(p^{-2}-1)$, since $|s^{\pm i\eta}|^2=e^{\mp\pi\eta}$ at $\arg s=\pi/2$. The ratio of inward to outward is $|B/A|^2p^{-2}e^{2\pi\eta}=|C|^2e^{2\pi\eta}=e^{-4\eta\theta}=q^2$: the probability that a wave leaving the centre is turned back. The reflector is visible in (\ref{uw}), whose matrix has local eigenvalues $\pm\sqrt{j^2-(\beta+Er)^2}$. For $E<0$ they are real in the annulus $(\beta-|j|)/|E|<r<(\beta+|j|)/|E|$, where waves do not propagate. Below its inner edge $E+\beta/r>0$ and the state is of the upper band; beyond its outer edge $E+\beta/r<0$ and the state is of the lower band, into which the electron escapes by Klein tunnelling. For $E>0$ and $\beta>|j|$ the eigenvalues are imaginary at all $r$ and no annulus exists. With $x=|E|r$ the action is $I=\int\sqrt{j^2-(\beta-x)^2}\,dx/x$. The integrand vanishes at the ends, so for $j>0$ and $x=\beta+j\cos t$, $dI/dj=\int_0^\pi j\,dt/(\beta+j\cos t)=\pi j/\eta$ by (\ref{period}). As $I=0$ at $j=0$ and $d\eta/dj=-j/\eta$, $I=\pi(\beta-\eta)$. The semiclassical transmission is $T=e^{-2I}$, and (\ref{theta}) reads $q^2=(1-T)/(1-e^{-2\pi(\beta+\eta)})$, which is $1-T$ up to the small exponential. The escape probability itself is $1-q^2=T(1-e^{-4\pi\eta})/(1-e^{-2\pi(\beta+\eta)})$; it approaches $T$ only when $e^{-4\pi\eta}\ll1$, and it vanishes at threshold, where $T$ does not. The action does not depend on $E$, which is why all levels have the same relative width.

As an example take round model parameters: $\beta=1.3$, $j=\frac12$, $r_0=1$ nm, and $v=10^6$ m/s, the rough size of the velocity in two-dimensional Dirac materials. Then $\hbar v/r_0=658.21$ meV and $\alpha c/v=2.1877$, with $\alpha$ the fine-structure constant, so $Z/\epsilon=1.3/2.1877=0.594$ against a critical $0.5/2.1877=0.229$. Since $\beta<\frac32$, the channels $|j|\geq\frac32$ are subcritical. Here $\eta=\sqrt{1.3^2-0.5^2}=1.2$, $\pi/\eta=2.618$, $e^{-\pi/\eta}=0.072949$, and $p=(1.3-1.2)/0.5=0.2$. For the flat core $\tan\chi=0.52202/0.62009$ gives $\chi=0.69975$ rad and $\arg(c_-/c_+)=0.25617$ rad, and the gamma functions then give $|C|=0.015746$, $\arg C=-3.09452$ rad. Hence $\theta=-\ln(0.015746)/2.4-\pi/2=0.1588$ rad, $\Gamma/|E|=2\sin\theta=0.316$, and
\begin{equation}
E_0=-\frac{658.21\ \mathrm{meV}}{2}\,e^{-3.09452/2.4}\,e^{0.158848\,i}=(-89.5-14.3\,i)\ \mathrm{meV}.
\end{equation}
Each further level is smaller by $13.708$: $E_1=(-6.53-1.05\,i)$ meV and $E_2=(-0.476-0.076\,i)$ meV. The full matching of $U$ to the Bessel functions at argument $\beta+Er_0$ gives $(-91.4-15.0\,i)$, $(-6.54-1.05\,i)$ and $(-0.476-0.076\,i)$ meV. These solve the one-particle model and are not a prediction for a material. The correction relative to the scaling value is $0.152\,|E|r_0/\hbar v$ at $n=3$, and it shrinks by $0.0729$ from $n=2$ to $n=3$, as a first-order term must. With $|E_0|r_0=0.14\,\hbar v$ that coefficient gives about $2\%$ for the deepest level, the size of the shift seen. The full ratios $|E_{n+1}/E_n|$ are $0.071489$, $0.072847$, $0.072942$, $0.072949$, and the angles fall from $0.1625$ rad at $n=0$ to $0.158848$ rad at $n=4$. The widths are $30.0$, $2.10$ and $0.153$ meV for $n=0,1,2$, and the lifetimes $\hbar/\Gamma$ are $0.022$, $0.31$ and $4.3$ ps.

The barrier is thin: $I=\pi(1.3-1.2)=0.314$, $T=0.533$, $q=0.683$. Equation (\ref{delay}) then has a peak $-1.2(1+q)/(1-q)=-6.37$ and a valley $-1.2(1-q)/(1+q)=-0.226$ for $E<0$, a contrast of $28$, while for $E>0$, with $q=3.6\times10^{-4}$, it stays between $-1.2009$ and $-1.1991$. Replacing the core by $V=-\beta/\sqrt{r^2+r_0^2}$ changes $\arg(c_-/c_+)$ to $1.29944$ rad. This lowers $\arg C$ by the same amount and multiplies the levels by $e^{-(1.29944-0.25617)/2.4}$, which equals the computed ratio $0.022498/0.034747=0.647$ of the real parts at $n=3$; the spacing $0.072949$ and the angle $0.158848$ rad are unchanged. This potential joins $-\beta/r$ only through a tail $\beta r_0^2/2r^3$. In a subcritical channel with $2\gamma>2$ the tail sets the approach to the point-charge limit, and the exponent $2\gamma$ in $(r_0/r)^{2\gamma}$ and $(|E|r_0)^{2\gamma}$ is replaced by $2$.

The numerical check tests the spinors against the Cartesian Hamiltonian by finite differences, and finds the poles a second way, by integrating (\ref{uw}) inward along a complex ray with no special functions; for the flat core the two sets agree within the asserted $10^{-7}$ in $\ln s_0$, and $j=-\frac12$ gives the same $n=1$ pole. The angle (\ref{theta}) is also tested at $\beta=0.55$, $j=\frac12$ ($0.147743$ rad) and $\beta=2$, $j=\frac32$ ($0.002703$ rad, a thicker barrier and a sharper level). The argument principle counts one zero of $F$ in one period at $\beta=1.3$ for $|\arg s_0|<0.95\pi$. Real-axis integration gives $\arg S=-2.058$ rad at both $-|E_3|$ and $-|E_4|$ and $1.086$ rad at their geometric midpoint, the predicted reversal of sign.

The tower is infinite in this model because the $1/r$ tail and the linear, gapless dispersion are taken to hold at all distances and all small energies. The annulus of level $n$ grows as $e^{n\pi/\eta}$: evaluated at $E=\mathrm{Re}\,E_n$ of the full matching, it spans $5.8$ to $13$ nm for $n=0$, $81$ to $181$ nm for $n=1$, and $1.1$ to $2.5\ \mu$m for $n=2$. Any new length $R$, set by the sample, a gate, a carrier density or a mass gap, breaks the scale invariance on which (\ref{tower}) rests, and the derivation gives no error estimate for levels whose annulus reaches $R$. An annulus well inside $R$ does not by itself fix the pole positions either: at complex energy the outgoing wave grows with $r$, so a weak reflection at $R$ enters the matching enlarged by $e^{2|\mathrm{Im}\,E_n|R/\hbar v}$, and how far a pole moves depends on how the tail is cut off, which the derivation does not treat. At the other end it requires $|E|r_0\ll\hbar v$. A core of lattice size that mixes valleys, or is not circular, falls outside the single-channel matching used here, and the screening of the charge by the other electrons, which makes $\beta$ depend on distance, is absent from this one-particle treatment.

\section*{Computed values}
\begin{verbatim}
inputs: beta = 1.3, j = 0.5, v = 1.0e+06 m/s, r0 = 1.0 nm
hbar v/r0 = 658.21 meV; alpha c/v = 2.1877
Z/eps: critical 0.2286, example 0.5942
eta = 1.2000; pi/eta = 2.6180; exp(-pi/eta) = 0.072949; inverse = 13.708
J0(beta) = 0.62009; J1(beta) = 0.52202; chi = 0.69975 rad
p = 0.2000; arg(c-/c+) = 0.25617 rad
|C| = 0.015746; arg C = -3.09452 rad
theta = 0.158848 rad; tan theta = 0.16020; Gamma/|E| = 0.31636
action = 0.314159; T = 0.53349; q(E<0) = 0.68302
q(E>0) = 3.630e-04; threshold theta = 0.14189 rad
n=0 scaling E = -89.508 -14.339i meV; full E = -91.42 -14.99i meV
n=0 full |E|r0 = 1.4075e-01 hbar v; angle = 0.162517 rad
n=0 Gamma = 29.98 meV; lifetime = 0.02196 ps; barrier 5.76 to 12.96 nm
n=1 scaling E = -6.5295 -1.046i meV; full E = -6.5392 -1.0492i meV
n=1 full |E|r0 = 1.0062e-02 hbar v; angle = 0.159092 rad
n=1 Gamma = 2.098 meV; lifetime = 0.3137 ps; barrier 80.53 to 181.2 nm
n=2 scaling E = -0.47632 -0.076306i meV; full E = -0.47637 -0.076323i meV
n=2 full |E|r0 = 7.3297e-04 hbar v; angle = 0.158866 rad
n=2 Gamma = 0.1526 meV; lifetime = 4.312 ps; barrier 1105 to 2487 nm
n=3 scaling E = -0.034747 -0.0055664i meV; full E = -0.034748 -0.0055665i meV
n=3 full |E|r0 = 5.3464e-05 hbar v; angle = 0.158850 rad
n=3 Gamma = 0.01113 meV; lifetime = 59.12 ps; barrier 1.515e+04 to 3.41e+04 nm
n=4 scaling E = -0.0025348 -0.00040607i meV; full E = -0.0025348 -0.00040607i meV
n=4 full |E|r0 = 3.9001e-06 hbar v; angle = 0.158848 rad
n=4 Gamma = 0.0008121 meV; lifetime = 810.5 ps; barrier 2.077e+05 to 4.674e+05 nm
full |E_n+1/E_n|: 0.071489, 0.072847, 0.072942, 0.072949
relative correction / (|E| r0) at n=3: 0.1520; shrink n=2->3: 0.0729
smooth core E = -0.022498 -0.0036041i meV; angle = 0.158848 rad
smooth core E = -0.0016412 -0.00026291i meV; angle = 0.158848 rad
smooth core ratio = 0.072949; arg(c-/c+) = 1.29944 rad
beta = 0.55, j = 0.5: angle ODE 0.147743 rad, formula 0.147743 rad
beta = 2.0, j = 1.5: angle ODE 0.002703 rad, formula 0.002703 rad
beta = 0.49: no node, g/f -> 0.817350; beta = 0.51: node spacing in ln r = 31.2600
poles counted: one period at beta=1.3: 1.000; beta=0.3, |s0| 1e-6..1e-2: 0.000
beta = 0.3: exponent of |S-S0| = 0.8000; arg S0(E<0) = 1.9283 rad
arg S at -|E3|, -|E4|, midpoint: -2.058, -2.058, 1.086 rad
d delta/d ln|E|, E<0: peak -6.3714, valley -0.2260, ratio 28.19
d delta/d ln|E|, E>0: -1.20087 and -1.19913
\end{verbatim}
